# Even-Odd Splitting in a Thick Double-Gate Film

## Tunnel splitting between two inversion layers

A film 16 nm thick carries an inversion layer of $5\times10^{12}\ \mathrm{cm^{-2}}$ at each of its two surfaces. For the model parameters given below, a self-consistent Hartree calculation puts the lowest even and odd subbands 0.171 meV apart. If the surface field of 0.905 MV/cm continued undiminished to the midplane, the splitting would be $8.9\times10^{-8}$ meV, smaller by a factor of about two million. The electrons that are confined at the surfaces also screen the field that confines them, and this determines the barrier through which they tunnel.

### The potential in the film

Let $x$ be measured from the midplane, with impenetrable walls at $x=\pm t/2$. The film is undoped and the gates are equally biased, so that each induces $N$ electrons per unit area. The effective mass across the film is $m$, the permittivity is $\varepsilon$, and $e>0$. We use the Hartree approximation at zero temperature, with electrons in the lowest even-odd pair of subbands alone. Exchange, correlation and image forces are left out.

The electron potential energy $V$ and the number density $n$ obey

$$V''(x)=-\frac{e^2}{\varepsilon}n(x). \tag{1}$$

By symmetry $V'(0)=0$. Let $z=t/2-x$ be the distance from the right wall. Integrating (1) from the wall to the midplane, which encloses $N$ electrons per area, gives

$$\left.\frac{dV}{dz}\right|_{z=0}=\frac{e^2N}{\varepsilon},\qquad \left.\frac{dV}{dz}\right|_{z=t/2}=0. \tag{2}$$

The potential therefore rises steeply at the wall and levels off once the inversion charge has been passed. In a thick film the central barrier is nearly flat.

### One isolated surface

When the film is thick, each layer resembles the inversion layer of a half-space. With one occupied subband $\psi(z)$, normalized to one, the density is $N\psi^2$. Define

$$q=\frac{me^2}{\hbar^2\varepsilon},\quad L=(qN)^{-1/3},\quad E_L=\frac{\hbar^2}{mL^2}, \tag{3}$$

and put $z=Ls$, $\psi=u/\sqrt L$, $V=E_Lv$ and $E=E_L\lambda$. The Schrödinger equation divided by $E_L$ is

$$-\tfrac12u''+vu=\lambda u. \tag{4}$$

Equation (1) becomes $E_Lv''/L^2=-(e^2N/\varepsilon)u^2/L$. The coefficient of $-u^2$ in $v''$ is $e^2NL/(\varepsilon E_L)=qNL^3=1$, so

$$v''=-u^2,\qquad v'(0)=1,\qquad v'(\infty)=0, \tag{5}$$

with $u(0)=v(0)=0$. No parameter remains: within this model every isolated surface has the same scaled solution.

Two consequences help in finding it. Integrating (5) inward from infinity gives $v'(s)=\int_s^\infty u^2ds'$. A second integration, with the order of integration exchanged, gives

$$v_\infty=\int_0^\infty ds\int_s^\infty u^2(s')\,ds'=\int_0^\infty s\,u^2\,ds. \tag{6}$$

The barrier top, measured from the potential at the wall, is thus the mean distance of the electrons in scaled units. Next, (4) and (5) give

$$\frac{d}{ds}\left[\tfrac12u'^2-(v-\lambda)u^2-\tfrac12v'^2\right]
=u'\left[u''-2(v-\lambda)u\right]-v'\left[u^2+v''\right]=0. \tag{7}$$

The bracket on the left vanishes at infinity. At the wall it equals $\frac12u'(0)^2-\frac12$, so $u'(0)=1$ for the positive solution. Integration outward from the wall then has one unknown, $\lambda$, fixed by the demand that $u$ decay.

Far from the wall $v\to v_\infty$, and (4) gives

$$u(s)\simeq\alpha e^{-ks},\qquad k=\sqrt{2(v_\infty-\lambda)}. \tag{8}$$

The approach of the potential to its plateau follows from integrating $v''=-\alpha^2e^{-2ks}$ twice:

$$v_\infty-v(s)\simeq\frac{\alpha^2}{4k^2}e^{-2ks}. \tag{9}$$

The correction to the pure exponential in (8) is therefore smaller by a relative factor of order $e^{-2ks}$.

A collocation solution of (4) and (5) on $0<s<12$, joined to the tail (8), gives $\lambda=1.5837$, $v_\infty=1.7893$, $k=0.6412$ and $\alpha=2.620$. The barrier above the level is $v_\infty-\lambda=0.2056$, which is small compared with $v_\infty$. The level lies close to the barrier top, and its tail is correspondingly long.

### An identity for the splitting

Return to the film. Let $\psi_e$ and $\psi_o$ be its lowest even and odd states, real, normalized over the whole film and positive for $0<x<t/2$. Both obey the Schrödinger equation in the same potential. Multiply the odd equation by $\psi_e$, the even one by $\psi_o$, and subtract:

$$-\frac{\hbar^2}{2m}\left(\psi_e\psi_o''-\psi_o\psi_e''\right)=\Delta\,\psi_e\psi_o,\qquad \Delta=E_o-E_e. \tag{10}$$

The bracket is the derivative of $\psi_e\psi_o'-\psi_o\psi_e'$. Integrate from $0$ to $t/2$. At the wall both functions vanish. At the midplane $\psi_o(0)=0$ and $\psi_e'(0)=0$. The lower limit enters with a minus sign, which cancels the one in (10), so

$$\Delta\,I=\frac{\hbar^2}{2m}\psi_e(0)\psi_o'(0),\qquad I=\int_0^{t/2}\psi_e\psi_o\,dx. \tag{11}$$

This identity holds for any symmetric potential with hard walls, whatever its thickness.

### Matching to the surface states

For a thick film $\psi_e$ and $\psi_o$ are nearly equal in the right half. Symmetry puts half of each state's probability there, so near the right surface both approach $R/\sqrt2$, where $R=u(s)/\sqrt L$ is the isolated-surface state. Hence $I\to\frac12$.

In the flat central region, with $\kappa=k/L$, parity selects

$$\psi_e\simeq B\cosh\kappa x,\qquad \psi_o\simeq B\sinh\kappa x. \tag{12}$$

The difference between the two decay constants, caused by $\Delta$, is itself exponentially small and is dropped. The amplitude follows by matching in the range where $\kappa x\gg1$ and $ks\gg1$ both hold. There each function in (12) is $\frac12Be^{\kappa x}$. With $\tau=t/L$ and $s=\tau/2-x/L$, the surface state divided by $\sqrt2$ is $\alpha e^{-k\tau/2}e^{\kappa x}/\sqrt{2L}$. Therefore

$$B=\sqrt{\frac2L}\;\alpha e^{-k\tau/2}. \tag{13}$$

Now $\psi_e(0)\psi_o'(0)=\kappa B^2=2\kappa\alpha^2e^{-k\tau}/L$. Inserting this and $I=\frac12$ in (11) gives $\Delta=2\hbar^2\kappa\alpha^2e^{-k\tau}/(mL)$. Since $\kappa/L=k/L^2$,

$$\boxed{\Delta\simeq2k\alpha^2E_L\,e^{-kt/L}}\qquad (kt/L\gg1). \tag{14}$$

The prefactor $2k\alpha^2$ is 8.80. At the midplane $R(0)=\alpha e^{-k\tau/2}/\sqrt L$ and $|R'(0)|=\kappa R(0)$, so the same result reads

$$\Delta\simeq\frac{2\hbar^2}{m}R(0)\,|R'(0)|. \tag{15}$$

The splitting is set by the amplitude and slope of one localized state where it meets its mirror image.

### What overlap means here

Two kinds of localized function must be kept apart. The combinations

$$\chi_R=\frac{\psi_e+\psi_o}{\sqrt2},\qquad \chi_L=\frac{\psi_e-\psi_o}{\sqrt2} \tag{16}$$

are orthogonal, because $\psi_e$ and $\psi_o$ are orthogonal and equally normalized. Their overlap integral is zero, but the Hamiltonian $H$ connects them:

$$\langle\chi_L|H|\chi_R\rangle=\tfrac12(E_e-E_o)=-\tfrac12\Delta. \tag{17}$$

The isolated-surface states $u(s)$ and $u(\tau-s)$ do have a nonzero overlap integral $S$. Write $u(s)=\alpha e^{-ks}[1-g(s)]$, where $g$ decays as $e^{-2ks}$. The exponentials multiply to a constant:

$$S=\alpha^2e^{-k\tau}\int_0^\tau[1-g(s)][1-g(\tau-s)]\,ds
\simeq\alpha^2e^{-k\tau}(\tau-2c), \tag{18}$$

where $c=\int_0^\infty g\,ds=1.230$ by quadrature. The product $g(s)g(\tau-s)$ has been dropped because at least one factor is small everywhere. Dividing (14) by (18),

$$\frac{\Delta}{S}\simeq\frac{2kE_L}{\tau-2c}. \tag{19}$$

The integral $S$ collects the constant product of tails over the whole barrier, whereas (15) needs its value at one plane. The splitting is therefore not a fixed energy times $S$. In the example below, the ratio falls from 18.2 meV at $t=12$ nm to 9.6 meV at 20 nm.

### Filling and self-consistency

The density must be consistent with the potential used above. Let $g_v$ be the number of valleys and $m_\parallel$ the in-plane mass. With two spins, the density of states per area of one subband is $D=g_vm_\parallel/(\pi\hbar^2)$. At zero temperature $N_e=D(E_F-E_e)$ and $N_o=D(E_F-E_o)$, with $N_e+N_o=2N$. Hence $N_e-N_o=D\Delta$, and

$$n=N_e\psi_e^2+N_o\psi_o^2=N(\chi_R^2+\chi_L^2)+D\Delta\,\chi_R\chi_L. \tag{20}$$

The last step uses $\psi_e^2+\psi_o^2=\chi_R^2+\chi_L^2$ and $\psi_e^2-\psi_o^2=2\chi_R\chi_L$. The first term is the sum of two separate layers. The second contains two exponentially small factors, $\Delta$ and $\chi_R\chi_L$.

The first term also lowers the middle of the barrier slightly. By (12) and (13) the scaled density there is $2\alpha^2e^{-k\tau}\cosh(2\kappa x)$. Integrating $v''=-2\alpha^2e^{-k\tau}\cosh(2\kappa x)$ twice and matching to (9) near the right surface gives, to leading order,

$$v(x)\simeq v_\infty-\frac{\alpha^2}{2k^2}e^{-k\tau}\cosh(2\kappa x). \tag{21}$$

The reduction at the midplane is of relative order $e^{-k\tau}$, so it does not alter the leading result (14).

### A worked film

Take $m=m_\parallel=0.5\,m_e$, $g_v=2$ and relative permittivity 10. These are round model parameters and represent no particular material. Then $q=11.87\ \mathrm{nm^{-1}}$. For $N=5\times10^{12}\ \mathrm{cm^{-2}}=0.05\ \mathrm{nm^{-2}}$,

$$L=(11.87\times0.05)^{-1/3}\ \mathrm{nm}=1.190\ \mathrm{nm},\qquad E_L=107.65\ \mathrm{meV}.$$

The amplitude decay length is $L/k=1.856$ nm. At $t=16$ nm, $kt/L=8.623$, and (14) gives

$$\Delta=8.802\times107.65\ \mathrm{meV}\times1.799\times10^{-4}=0.1705\ \mathrm{meV}.$$

For comparison, the full film was solved by Chebyshev collocation, with the Schrödinger and Poisson equations iterated to consistency and the subbands filled as in (20). This gives 0.1706 meV. The following table varies the thickness and then the density; the error is that of (14) relative to the film solution.

| $t$ (nm) | $N$ ($10^{12}$ cm⁻²) | Film (meV) | Eq. (14) (meV) | Error |
|---|---|---|---|---|
| 12 | 5 | 1.4790 | 1.4721 | −0.46% |
| 16 | 5 | 0.1706 | 0.1705 | −0.08% |
| 20 | 5 | 0.01975 | 0.01975 | −0.005% |
| 16 | 2 | 0.8951 | 0.8955 | +0.05% |
| 16 | 10 | 0.02878 | 0.02878 | −0.005% |

These errors measure the asymptotic step within the Hartree model. They say nothing about the size of the many-electron effects left out, and these are not small here, because the barrier above the level is only about 22 meV and enters the exponent. Adding local-density exchange alone, with the same parameters, lowers the splitting from 0.171 to 0.057 meV at 16 nm and from 1.48 to 0.93 meV at 12 nm. The digits in the table therefore belong to the Hartree model only.

An additional 4 nm should multiply the splitting by $e^{-4/1.856}=0.116$. The film values give $0.01975/0.1706=0.116$.

The identity (11) shows how the small error at 16 nm arises. From (16), the probability of $\chi_L$ in the right half is

$$\int_0^{t/2}\chi_L^2\,dx=\tfrac12\left(\tfrac12+\tfrac12-2I\right)=\tfrac12-I. \tag{22}$$

The film calculation gives $I=0.49908$, so the leakage is $9.2\times10^{-4}$. The exponential tail predicts $\alpha^2e^{-k\tau}/(2k)=9.6\times10^{-4}$. Setting $I=\frac12$ therefore lowers $\Delta$ by 0.18%. Since the total error is −0.08%, the approximate midplane product must be too large by about 0.11%, and the two errors partly cancel.

The first and fourth rows have nearly the same $t/L$, 10.1 and 9.9, yet errors of opposite sign. The scaled film problem depends on one further number, $DE_L/N$, which varies as $N^{-1/3}$ and controls the unequal filling. It is 36% larger in the fourth row. The extra even-state charge at the midplane raises the barrier and should reduce the film splitting, which agrees with the sign of the change. Solving the fourth-row film again with $DE_L/N$ held at its first-row value gives an error of −0.48%, close to that of the first row. The unequal filling therefore accounts for the change of sign. It also accounts for part of the smallness of these two errors: with equal filling imposed on the two subbands they would be −1.8% and −2.0%.

The barrier height can be read in the same way. For one surface it is 22.13 meV above the level. In the film, (21) lowers the midplane potential by $\alpha^2e^{-k\tau}E_L/(2k^2)=0.16$ meV, while the even level lies $\Delta/2=0.09$ meV below the isolated one. The estimate is $22.13-0.16+0.09=22.06$ meV; the film solution gives 22.05 meV.

### Dependence on bias

At fixed thickness $E_L\propto N^{2/3}$ and $1/L\propto N^{1/3}$. Differentiating the logarithm of (14),

$$\frac{d\ln\Delta}{d\ln N}=\frac23-\frac13\frac{kt}{L}. \tag{23}$$

The first term comes from the growing energy scale and the second from the shrinking tail. The tail wins when $kt/L>2$, hence throughout the regime of (14). In the 16 nm film at $5\times10^{12}\ \mathrm{cm^{-2}}$ the slope is $-2.2$. It steepens with bias: doubling the density divides the splitting by 5.9.

The opposite limit, $N\to0$, lies outside (14), which would wrongly give zero. The empty film is a square well with levels $\pi^2\hbar^2j^2/(2mt^2)$, $j=1,2,\ldots$, so its splitting is

$$\Delta_0=\frac{3\pi^2\hbar^2}{2mt^2}. \tag{24}$$

With $\hbar^2/m=E_LL^2=152.4\ \mathrm{meV\,nm^2}$, this is 8.8 meV for $t=16$ nm. Bias turns this ordinary confinement spacing into a tunnel splitting.

High bias also has an upper limit in the one-pair model. The Fermi energy above the even level is $N/D+\Delta/2$, which grows nearly as $N$, while the barrier grows as $N^{2/3}$. In the 16 nm example the Fermi energy is 12.1 meV and the third subband lies at 28.6 meV, above the barrier top. As the film thickens, the kinetic energy of such a barrier-top state in the flat centre falls, and its level approaches the top. With the third subband taken to be of this kind, a thick film requires $N/D<(v_\infty-\lambda)E_L$. Substituting $D$ and (3),

$$\frac{\pi\hbar^2N}{g_vm_\parallel}<(v_\infty-\lambda)\frac{\hbar^2}{m}(qN)^{2/3}. \tag{25}$$

Division by $N^{2/3}$ and cubing give

$$N<N_{\max}=\left[\frac{(v_\infty-\lambda)g_vm_\parallel}{\pi m}\right]^3q^2. \tag{26}$$

Here $N_{\max}=(0.2056\times2/\pi)^3(11.87)^2\ \mathrm{nm^{-2}}=3.2\times10^{13}\ \mathrm{cm^{-2}}$. This is the thick-film limit. At finite thickness the third subband lies above the barrier top, so it begins to fill at a higher density: about 16% above $N_{\max}$ at 16 nm, 31% above at 12 nm and 77% above at 8 nm. The surface field at $N_{\max}$ is already 5.7 MV/cm in the film and 14.7 MV/cm in a gate insulator of relative permittivity 3.9, at or beyond the breakdown field of an ordinary oxide, so a real gate may not reach this limit. Once it does, electrons enter states that extend through the centre, and the potential must be recalculated with them included.

Temperature sets a similar condition. The empty third subband is 16.5 meV above the Fermi energy in the example, less than $k_BT\approx26$ meV at 300 K. The calculation therefore describes a cold film. With the higher subbands filled thermally and the potential recomputed, the 16 nm splitting is 0.170 meV at 30 K, 0.141 meV at 77 K and 0.030 meV at 300 K.

### A barrier that is not screened

The case used for contrast at the start keeps the slope $v'=1$ all the way to the midplane, so $v=s$ on each side. Equation (4) becomes $u''=2(s-\lambda_t)u$. With $y=2^{1/3}(s-\lambda_t)$ it is the Airy equation. If $-a_1$ is the first zero of $\mathrm{Ai}$, the wall condition gives $\lambda_t=2^{-1/3}a_1$.

The derivative of $y\,\mathrm{Ai}^2-\mathrm{Ai}'^2$ is $\mathrm{Ai}^2$, so $\int_{-a_1}^\infty\mathrm{Ai}^2dy=\mathrm{Ai}'(-a_1)^2$. Since $ds=2^{-1/3}dy$, the normalized state is

$$u=\frac{2^{1/6}\,\mathrm{Ai}(y)}{|\mathrm{Ai}'(-a_1)|}. \tag{27}$$

Equation (15) still applies to leading order if the local decay constant changes little over one decay length, because (12) then holds near the midplane. The slope $du/ds$ brings a factor $2^{1/3}$, and

$$\Delta_t\simeq2^{5/3}E_L\frac{\mathrm{Ai}(\zeta)|\mathrm{Ai}'(\zeta)|}{\mathrm{Ai}'(-a_1)^2},\qquad \zeta=2^{1/3}\left(\frac{\tau}{2}-\lambda_t\right). \tag{28}$$

For the 16 nm film this gives $8.885\times10^{-8}$ meV. Imposing the even and odd midplane conditions on the full Airy solutions gives $8.887\times10^{-8}$ meV. For large $\zeta$ the product of Airy functions falls as $\exp(-\frac43\zeta^{3/2})$, so the logarithm of the splitting varies as $-t^{3/2}$ instead of $-t$. This is the origin of the factor of two million: a constant field keeps raising the barrier toward the centre, whereas the screened barrier levels off.

### Unequal gates

The even-odd description also needs symmetry. Suppose the final potential, screening included, places the two localized levels an energy $\delta$ apart, while their coupling remains (17). About their mean energy the Hamiltonian is

$$\frac12\begin{pmatrix}\delta&-\Delta\\-\Delta&-\delta\end{pmatrix},\qquad E_\pm=\pm\tfrac12\sqrt{\delta^2+\Delta^2}. \tag{29}$$

For $|\delta|\ll\Delta$ the states spread almost equally over both surfaces. For $|\delta|\gg\Delta$ each settles at one surface, and the observed separation is essentially $|\delta|$. In the 16 nm film the change occurs at a level mismatch of only about 0.17 meV. As the film thickens, the symmetry needed to observe the tunnel splitting becomes exponentially stricter.
